# Coupled excitations with a rank-one interaction in the random-phase approximation

## The problem

In the random-phase approximation (RPA), each elementary excitation of a system is treated as a boson. Consider $n\ge 2$ excitations with distinct gaps $0<d_1<d_2<\dots<d_n$, coupled through a single collective quantity $F$:

$$H=\sum_i d_i\,b_i^\dagger b_i+\frac g2F^2,\qquad F=\sum_i v_i\,(b_i+b_i^\dagger),\qquad [b_i,b_j^\dagger]=\delta_{ij}.$$

The couplings $v_i$ are real, nonzero and dimensionless, and $g>0$. Energies are in hartree and $\hbar=1$. The interaction is called rank-one because its matrix $g\,v_iv_j$ is the product of one vector with itself. Without interaction the ground-state energy is zero.

**(a)** Derive an equation that determines the new excitation frequencies $\Omega$.

**(b)** Show that the frequencies interlace the gaps, with one frequency above all of them. When does that top mode deserve the name collective?

**(c)** Sum the change in zero-point energy, $\Delta E=\frac12\sum_i(\Omega_i-d_i)$, without solving for the individual frequencies. Separate the first-order energy from it and find the sign of what remains.

**(d)** Evaluate everything for the round model values $g=0.20$ hartree, $d=(0.30,\,0.40,\,0.50,\,0.60)$ hartree and $v=(1.0,\,0.8,\,0.6,\,0.5)$.

## Hints

**For (a).** A boson mode is a harmonic oscillator. Write $H$ in terms of positions and momenta, so that the interaction becomes an extra spring. In the eigenvalue problem that results, all components of an eigenvector can be expressed through one unknown number.

**For (b).** Regard your equation as $f(s)=0$ with $s=\Omega^2$. Find the sign of $f'(s)$ and the behaviour of $f$ on both sides of each pole. For the last question, ask how strongly $F$ excites each mode from the ground state.

**For (c).** Differentiate $\int_0^\infty\ln\frac{\omega^2+a^2}{\omega^2+b^2}\,d\omega$ with respect to $a$. A sum of logarithms is the logarithm of a product, and a product of eigenvalues is a determinant.

## Solution

### (a) The secular equation

Define for each mode

$$q_i=\frac{b_i+b_i^\dagger}{\sqrt{2d_i}},\qquad p_i=-i\sqrt{\frac{d_i}{2}}\,(b_i-b_i^\dagger).$$

Then $[q_i,p_i]=-\frac i2[b_i+b_i^\dagger,\,b_i-b_i^\dagger]=-\frac i2(-2)=i$, as required. Moreover

$$\tfrac12(p_i^2+d_i^2q_i^2)=\frac{d_i}{4}\left[(b_i+b_i^\dagger)^2-(b_i-b_i^\dagger)^2\right]=\frac{d_i}{2}(b_ib_i^\dagger+b_i^\dagger b_i)=d_i\left(b_i^\dagger b_i+\tfrac12\right).$$

The collective quantity is $F=\sum_iv_i\sqrt{2d_i}\,q_i=\sqrt2\,w\cdot q$, where $w_i=\sqrt{d_i}\,v_i$. Hence $\frac g2F^2=g\,(w\cdot q)^2$, and

$$H=\tfrac12\,p\cdot p+\tfrac12\,q^TMq-\tfrac12\sum_id_i,\qquad M=D^2+2g\,ww^T,\tag{1}$$

with $D$ the diagonal matrix of the gaps. The factor 2 in $M$ appears because the potential energy carries a factor $\frac12$.

An orthogonal rotation of the $q_i$, with the same rotation of the $p_i$, preserves the commutators and diagonalizes $M$. The result is a set of independent oscillators whose squared frequencies $\Omega^2$ are the eigenvalues of $M$. These are positive, since $D^2$ is positive definite and $g\,ww^T$ cannot lower it.

The usual RPA matrices lead to the same $M$. They are $A_{ij}=d_i\delta_{ij}+g v_iv_j$ and $B_{ij}=g v_iv_j$, with the equations $AX+BY=\Omega X$ and $BX+AY=-\Omega Y$. Adding and subtracting these gives

$$(A+B)(X+Y)=\Omega(X-Y),\qquad (A-B)(X-Y)=\Omega(X+Y).$$

Here $A-B=D$ and $A+B=D+2g\,vv^T$. Eliminating $X-Y$ gives $D(D+2g\,vv^T)(X+Y)=\Omega^2(X+Y)$. Setting $X+Y=D^{1/2}u$ and multiplying from the left by $D^{-1/2}$ turns this into $Mu=\Omega^2u$, because $D^{1/2}v=w$.

Written by components, $Mu=\Omega^2u$ reads

$$(\Omega^2-d_i^2)\,u_i=2g\,w_i\,(w\cdot u).\tag{2}$$

Before dividing, two possibilities must be excluded.

- Suppose $w\cdot u=0$. Then $(\Omega^2-d_i^2)u_i=0$ for all $i$. As the gaps are distinct, only one component $u_k$ can be nonzero, and then $w\cdot u=w_ku_k\neq0$, a contradiction.
- Suppose $\Omega=d_k$. Then (2) with $i=k$ gives $0=2g\,w_k(w\cdot u)$, which is impossible because no factor on the right vanishes.

So $u_i=2g(w\cdot u)\,w_i/(\Omega^2-d_i^2)$. Multiplying by $w_i$, summing over $i$ and cancelling $w\cdot u$ gives the secular equation

$$\boxed{\;1=2g\sum_i\frac{d_iv_i^2}{\Omega^2-d_i^2}\;}\tag{3}$$

Conversely, if $\Omega^2$ satisfies (3), the vector $u_i=w_i/(\Omega^2-d_i^2)$ has $2g\,w\cdot u=1$ and therefore satisfies (2). The solutions of (3) are thus all the eigenvalues of $M$.

### (b) Interlacing and the top mode

Let

$$f(s)=1-2g\sum_i\frac{w_i^2}{s-d_i^2},\qquad f'(s)=2g\sum_i\frac{w_i^2}{(s-d_i^2)^2}>0.$$

Between its poles, $f$ rises strictly. Just above the pole $d_k^2$ the $k$th term drives $f$ to $-\infty$; just below the pole it drives $f$ to $+\infty$. This settles each interval:

- For $s<d_1^2$ every denominator is negative, so $f>1$ and there is no root.
- For $d_k^2<s<d_{k+1}^2$, $f$ rises from $-\infty$ to $+\infty$ and has one root.
- For $s>d_n^2$, $f$ rises from $-\infty$ to $1$ and has one root.

That makes $(n-1)+1=n$ roots, and

$$\boxed{\;d_1<\Omega_1<d_2<\Omega_2<\dots<d_n<\Omega_n\;}\tag{4}$$

Each of the lower modes is held below the next gap, however large $g$ becomes. The top one has no ceiling of this kind.

**Where the top root lies.** Let $S=\sum_iw_i^2=\sum_id_iv_i^2$. The largest eigenvalue of $M$ is at least the average of $M$ in any normalized vector. With the vector $w/\sqrt S$ this average is

$$\frac{w^TMw}{S}=\overline{d^2}+2gS,\qquad \overline{d^2}=\frac1S\sum_id_i^2w_i^2.$$

In the other direction, any normalized $u$ has $u^TD^2u\le d_n^2$ and, by the Cauchy–Schwarz inequality, $(w\cdot u)^2\le S$. Therefore

$$\overline{d^2}+2gS\;\le\;\Omega_n^2\;\le\;d_n^2+2gS.\tag{5}$$

**How strongly $F$ excites each mode.** Let $u^{(\nu)}$ be the normalized eigenvector of mode $\nu$ and $Q_\nu$ its coordinate, so that $q=\sum_\nu u^{(\nu)}Q_\nu$. An oscillator of frequency $\Omega_\nu$ has $\langle\nu|Q_\nu|0\rangle=1/\sqrt{2\Omega_\nu}$, where $|\nu\rangle$ holds one quantum. With $F=\sqrt2\,w\cdot q$,

$$\langle\nu|F|0\rangle=\frac{w\cdot u^{(\nu)}}{\sqrt{\Omega_\nu}},\qquad \Omega_\nu|\langle\nu|F|0\rangle|^2=(w\cdot u^{(\nu)})^2.$$

Since the eigenvectors form an orthonormal basis, the energy-weighted strengths add up to $|w|^2=S$, whatever $g$ is. The share of mode $\nu$ is $P_\nu=(w\cdot u^{(\nu)})^2/S$. Inserting the solution of (2) into $\sum_iu_i^2=1$ gives

$$P_\nu=\left[4g^2S\sum_i\frac{w_i^2}{(\Omega_\nu^2-d_i^2)^2}\right]^{-1}.\tag{6}$$

The top mode is collective if it gathers strength that the uncoupled excitations hold separately. A mode made of excitation $k$ alone would have the share $w_k^2/S$, so the sign of collectivity is a share $P_n$ well above the largest single share $\max_k w_k^2/S$. The share need not be close to one, because a tight group of excitations at the top can merge while distant lower ones keep their strength. With 30 gaps spaced evenly from 0.30 to 0.31 hartree ($v=0.3$), 30 from 2.00 to 2.01 hartree ($v=0.08$) and $g=0.20$ hartree, $P_n=0.37$ against a largest single share of 0.023, and no $u_i^2$ of the top eigenvector exceeds 0.05. If one $w_k^2$ already makes up most of $S$, a large $P_n$ says nothing about collectivity, even when $k<n$, because the repulsion can push that one excitation above $d_n$. For example, with the gaps and $g$ of (d) but $v=(2,\,0.2,\,0.2,\,0.2)$, one finds $P_4=0.98$ against $w_4^2/S=0.02$, yet $w_1^2/S=0.95$ and the top eigenvector has $u_1^2=0.88$. Expanding $w$ in eigenvectors gives $w^TMw/S=\sum_\nu P_\nu\Omega_\nu^2$. In this sum, $\Omega_\nu^2<d_n^2$ for all modes but the top one, and $\Omega_n^2\le d_n^2+2gS$. Hence

$$\overline{d^2}+2gS\le(1-P_n)\,d_n^2+P_n(d_n^2+2gS)=d_n^2+2gS\,P_n,$$

$$P_n\ge1-\frac{d_n^2-\overline{d^2}}{2gS}.\tag{7}$$

The top mode gathers nearly all the strength once $2gS$ is large compared with the spread of the squared gaps. For $g\to0$ its eigenvector reduces to the $n$th excitation alone, and $P_n\to w_n^2/S$. There is still a root above $d_n$, but it is a slightly shifted single excitation.

### (c) The zero-point shift

In the normal modes, (1) becomes $H=\sum_\nu\Omega_\nu(\beta_\nu^\dagger\beta_\nu+\frac12)-\frac12\sum_id_i$, where $\beta_\nu$ is the boson operator of mode $\nu$. The ground-state energy of this Hamiltonian is therefore $\Delta E=\frac12\sum_i(\Omega_i-d_i)$. It is positive, since by (4) every term is.

To sum it, let $J(a)=\int_0^\infty\ln\frac{\omega^2+a^2}{\omega^2+b^2}\,d\omega$ with $a,b>0$. Then

$$J'(a)=\int_0^\infty\frac{2a\,d\omega}{\omega^2+a^2}=\pi,\qquad J(b)=0,\qquad\text{so}\quad J(a)=\pi(a-b).$$

Using this for each pair $a=\Omega_i$, $b=d_i$ and adding the logarithms,

$$\sum_i(\Omega_i-d_i)=\frac1\pi\int_0^\infty\ln\frac{\prod_i(\omega^2+\Omega_i^2)}{\prod_i(\omega^2+d_i^2)}\,d\omega.$$

The numerator is $\det(\omega^2+M)$ and the denominator is $\det(\omega^2+D^2)$. Taking the factor $\omega^2+D^2$ out of the first determinant leaves the ratio

$$\varepsilon(i\omega)=\det\left[1+2g\,(\omega^2+D^2)^{-1}ww^T\right].$$

The matrix in brackets leaves each of the $n-1$ independent vectors orthogonal to $w$ unchanged. It multiplies the vector $(\omega^2+D^2)^{-1}w$ by $1+2g\,w^T(\omega^2+D^2)^{-1}w$. The determinant is the product of these eigenvalues:

$$\varepsilon(i\omega)=1+2g\sum_i\frac{d_iv_i^2}{\omega^2+d_i^2}.\tag{8}$$

The zero-point shift is therefore

$$\boxed{\;\Delta E=\frac1{2\pi}\int_0^\infty\ln\varepsilon(i\omega)\,d\omega\;}\tag{9}$$

At $\omega=0$ the same ratio of determinants gives $\prod_i\Omega_i^2/d_i^2=\varepsilon(0)$.

**First order and the remainder.** In the state without bosons, $\langle F^2\rangle=\sum_iv_i^2$, so the first-order energy is $E_1=\frac g2\sum_iv_i^2$. It can be written as an integral too. Because $\int_0^\infty d\omega/(\omega^2+d_i^2)=\pi/(2d_i)$,

$$\frac1{2\pi}\int_0^\infty(\varepsilon-1)\,d\omega=\frac1{2\pi}\,2g\sum_id_iv_i^2\,\frac{\pi}{2d_i}=\frac g2\sum_iv_i^2=E_1.$$

What remains is the RPA correlation energy,

$$E_c=\Delta E-E_1=\frac12\Big(\sum_i\Omega_i-\mathrm{Tr}\,A\Big)=\frac1{2\pi}\int_0^\infty\left[\ln\varepsilon-(\varepsilon-1)\right]d\omega<0.\tag{10}$$

The trace form follows from $\mathrm{Tr}\,A=\sum_i(d_i+g v_i^2)$, and the sign from $\ln x<x-1$ for $x\neq1$. The two signs are compatible. Repulsion stiffens the oscillators and raises the energy, but the ground state adapts, and the rise is smaller than the first-order estimate.

For weak coupling, $\ln\varepsilon-(\varepsilon-1)\approx-\frac12(\varepsilon-1)^2$. Partial fractions give

$$\int_0^\infty\frac{d\omega}{(\omega^2+a^2)(\omega^2+b^2)}=\frac{1}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)},$$

which also holds for $a=b$ by continuity. The leading term is therefore

$$E_2=-\frac{4g^2}{4\pi}\sum_{ij}d_iv_i^2\,d_jv_j^2\,\frac{\pi}{2d_id_j(d_i+d_j)}=-\frac{g^2}{2}\sum_{ij}\frac{v_i^2v_j^2}{d_i+d_j}.\tag{11}$$

Equations (9) and (10) are exact for the boson Hamiltonian, while (11) is only the leading term of (10) in powers of $g$. For electrons, replacing particle–hole pairs by bosons is itself an approximation, because it neglects the exclusion principle between pairs.

### (d) Numbers

The weights $d_iv_i^2$ are 0.300, 0.256, 0.180 and 0.150 hartree, so $S=0.886$ hartree and $2gS=0.3544$ hartree². Solving (3) by bracketed root finding in each interval, and using (6) for the shares, gives:

| $i$ | $d_i$ (hartree) | $\Omega_i$ (hartree) | $\frac12(\Omega_i-d_i)$ (hartree) | $P_i$ |
|---|---|---|---|---|
| 1 | 0.30 | 0.3439 | 0.0219 | 0.013 |
| 2 | 0.40 | 0.4565 | 0.0283 | 0.029 |
| 3 | 0.50 | 0.5607 | 0.0304 | 0.053 |
| 4 | 0.60 | 0.7572 | 0.0786 | 0.904 |

The order is that of (4). At the top root $\Omega_4^2=0.5733$ hartree², and the first term of (3) is $0.4\times0.300/(0.5733-0.09)=0.2483$. The full sum is

$$0.2483+0.2478+0.2227+0.2813=1.000$$

to rounding. By (2), the $i$th term equals $w_iu_i/(w\cdot u)$, so all four excitations contribute about equally to $\langle\nu|F|0\rangle$. The squared components $u_i^2$ of the normalized eigenvector are less even: 0.16, 0.19, 0.22 and 0.42. The bounds (5) place this root between 0.737 and 0.845 hartree; it lies at 0.757 hartree, or 20.6 eV.

With $\overline{d^2}=0.1884$ hartree², (7) guarantees a share of at least $1-(0.3600-0.1884)/0.3544=0.516$. The actual share is 0.90, well above the largest single share $0.300/0.886=0.339$, so this mode is collective. At $g=0.002$ hartree, by contrast, the top root is at 0.6005 hartree with a share of 0.175, close to the weak-coupling limit $0.150/0.886=0.169$.

The zero-point shift is half the difference between the sums of roots and gaps:

$$\Delta E=\tfrac12(2.1183-1.8000)=0.1592\ \text{hartree}=4.33\ \text{eV}.$$

Numerical quadrature of (9) gives the same value. The collective mode holds 90% of the energy-weighted strength (86% of the unweighted sum of $|\langle\nu|F|0\rangle|^2$) but supplies only 49% of the shift. The reason is that the shift depends on the strength at all couplings up to $g$, not only at the final one. First-order perturbation theory for the eigenvalues of $M$ gives $d\Omega_\nu^2/dg=2(w\cdot u^{(\nu)})^2$, hence $d\Omega_\nu/dg=|\langle\nu|F|0\rangle|^2$, so $\Omega_\nu-d_\nu$ is the unweighted strength integrated over the coupling from $0$ to $g$. The top mode's share of that strength is 0.11 for $g\to0$, 0.30 at $g=0.05$, 0.58 at $g=0.10$ and 0.86 at $g=0.20$ hartree, so much of the shift builds up in the three lower modes. By (4) their joint contribution stays below $\frac12(d_4-d_1)=0.15$ hartree for any $g$; here it is 0.081 hartree.

The first-order energy is $E_1=0.1\times2.25=0.2250$ hartree, which leaves

$$E_c=0.1592-0.2250=-0.0658\ \text{hartree}=-1.79\ \text{eV}.$$

Second order, (11), gives $-0.1328$ hartree, about twice as much. At $g=0.02$ hartree it gives $-0.00133$ against $E_c=-0.00119$ hartree, too large in magnitude by 12% of $E_c$. Variation 2 shows where the expansion in $g$ breaks down.

## Variation 1: equal gaps

*What changes if all gaps equal $d$?*

Now $M=d^2+2g\,ww^T$. Every vector orthogonal to $w$ is an eigenvector with $\Omega=d$, so $n-1$ modes do not move. The vector $w$ itself has $|w|^2=d\sum_iv_i^2$ and gives

$$\Omega^2=d^2+2gd\sum_iv_i^2.$$

This mode carries all the strength of $F$, and the whole shift is $\Delta E=\frac12(\Omega-d)$. For $d=0.40$ hartree, with $g$ and $v$ as before, $\Omega=\sqrt{0.16+0.36}=0.721$ hartree and $\Delta E=0.161$ hartree.

The strict inequalities in (4) fail here because the argument in (a) needed distinct gaps. If only two gaps coincide, one combination of those two excitations is orthogonal to $w$ and stays at the common gap. Likewise, an excitation with $v_k=0$ decouples and stays at $d_k$. Equation (3) does not show such modes, and they must be added by hand.

## Variation 2: attraction

*Let $g<0$, with distinct gaps again. Where do the roots go, and how strong may the attraction be?*

The function $f(s)=1+2|g|\sum_iw_i^2/(s-d_i^2)$ now falls between its poles. Each inner interval still holds one root. Above $d_n^2$, $f$ falls from $+\infty$ to $1$, so there is no root. Below $d_1^2$ it falls from $1$ at $s\to-\infty$ to $-\infty$, which gives one root. As long as that root has $s>0$,

$$\Omega_1<d_1<\Omega_2<d_2<\dots<\Omega_n<d_n.$$

For $g=-0.05$ hartree and the gaps and couplings of (d), the roots are 0.209, 0.376, 0.487 and 0.591 hartree. The displaced mode is now the lowest.

Because $f$ is falling, the lowest root has $s>0$ if and only if $f(0)=1-2|g|\sum_iv_i^2/d_i>0$. The limit is

$$g_c=-\frac{1}{2\sum_iv_i^2/d_i}=-0.0824\ \text{hartree}.$$

At $g_c$ the lowest frequency vanishes. Beyond it, the potential energy in (1) falls without limit along one direction, and the model has no ground state.

The same number limits the expansion of $E_c$ in powers of $g$ for repulsion. Write $\varepsilon-1=g\,h(\omega)$. The function $h$ is largest at $\omega=0$, where $h(0)=2\sum_iv_i^2/d_i=1/|g_c|$. For $|g|<|g_c|$ the series of $\ln(1+gh)$ converges at every $\omega$ and can be integrated term by term. For $|g|>|g_c|$ there is a range of $\omega$ with $|g|h>1$, and the terms $\frac{1}{2\pi k}\int_0^\infty(|g|h)^k\,d\omega$ grow without limit as $k$ increases. The coupling $g=0.20$ hartree of (d) lies well outside the radius of convergence. The integral (10) has no such restriction for $g>0$.

Numbers in the example were calculated in double precision.
